\section*{Step-flow oxidation of silicon that imitates Langmuir uptake, part 1}

(Sections cited here and not found follow in the second part.)

\section*{First half: from moving fronts to an uptake curve}

\textbf{Q.} I expose clean silicon to oxygen and follow the fraction of the surface that is oxidized. The curve rises steeply, bends over and approaches one as a simple exponential. I conclude that molecules react at random places on the bare surface. What is wrong with that?

\textbf{A.} The curve doesn't settle where the reaction happens. Consider a different mechanism and work out its curve. Parallel straight steps divide the surface into terraces. At time $t=0$ oxide starts at every step and spreads over the terrace on one fixed side of it, say the right, at a constant speed $v$. It stops on reaching the next step. No oxide starts in the middle of a terrace, and we count the first oxide layer alone. The coverage $\theta(t)$ is the fraction of the surface area under this layer.

\textbf{Q.} Then each terrace fills linearly and stops abruptly. I see no exponential.

\textbf{A.} One terrace does behave like that. Let its width be $L$, and let
\begin{equation}
x=vt
\end{equation}
be the distance a front has travelled if nothing has stopped it. The oxide on the terrace has width $x$ while $x<L$, and width $L$ afterwards. Both cases are contained in $\min(L,x)$. A measurement, however, sees many terraces of different widths, and the shape of its curve depends on how those widths are distributed.

\textbf{Q.} So you average the covered fraction $\min(L,x)/L$ over the terraces?

\textbf{A.} No, because a wide terrace holds more area than a narrow one. Take $N$ terraces with widths $L_1,\dots,L_N$. Since the steps are straight and parallel, areas are proportional to lengths measured across the steps. The covered fraction is total covered length over total length:
\begin{equation}
\theta_N=\frac{\sum_{i=1}^{N}\min(L_i,x)}{\sum_{i=1}^{N}L_i}.
\label{eq:ratio}
\end{equation}
Divide numerator and denominator by $N$. For independent widths with a common distribution and a finite mean, both averages tend to their expectations as $N$ grows. Writing $E$ for an expectation in which each terrace counts once, and $w=E[L]$ for the mean width, we have
\begin{equation}
\theta=\frac{E[\min(L,x)]}{w}.
\label{eq:mean}
\end{equation}
The mean of the ratios would give a narrow terrace the same weight as a wide one, and would answer a different question.

\textbf{Q.} You still have to calculate the expectation of a function with a corner in it.

\textbf{A.} The corner disappears if we build up the oxide from thin slices. A slice at distance $y$ from the starting step exists on a given terrace if $L>y$. Let $\mathbf 1[L>y]$ equal one if that holds and zero otherwise. Adding the slices up to $x$ gives
\begin{equation}
\min(L,x)=\int_0^x\mathbf 1[L>y]\,dy,
\end{equation}
because the integrand is one up to the smaller of $L$ and $x$, and zero beyond it. The expectation of the indicator is the probability that the terrace is wider than $y$. Call this the survival function, $S(y)=P(L>y)$. Taking expectations on both sides and inserting the result in \eqref{eq:mean},
\begin{equation}
\theta(t)=\frac1w\int_0^{vt}S(y)\,dy.
\label{eq:general}
\end{equation}
This holds for any width distribution with a finite mean. The same slicing with $x\to\infty$ gives $w=\int_0^\infty S\,dy$, so the coverage tends to one, as it must.

\textbf{Q.} Which distribution do you choose, and why should a surface obey it?

\textbf{A.} Suppose that the steps are placed at random, independently of each other, with an average of $1/w$ steps per unit length. Divide a length $y$ into $m$ equal pieces. For large $m$ each piece contains a step with probability $y/(mw)$, and the pieces are independent. The probability that there is no step in the whole length is
\begin{equation}
S(y)=\lim_{m\to\infty}\left(1-\frac{y}{mw}\right)^m=e^{-y/w}.
\label{eq:survival}
\end{equation}
If we start this length at a step, the absence of another step within $y$ means that the terrace is wider than $y$. The density of widths is therefore
\begin{equation}
f(L)=-\frac{dS}{dL}=\frac1w e^{-L/w}.
\end{equation}
Its mean is $\int_0^\infty e^{-y/w}dy=w$, as required. Whether real steps are placed so independently is a separate matter, and a serious one. For the present it is an assumption.

\textbf{Q.} Granted for now. What is the coverage?

\textbf{A.} Put \eqref{eq:survival} into \eqref{eq:general}:
\begin{align}
\theta(t)&=\frac1w\int_0^{vt}e^{-y/w}\,dy
=\frac1w\Bigl[-w\,e^{-y/w}\Bigr]_0^{vt}\nonumber\\
&=1-e^{-vt/w}.
\label{eq:main}
\end{align}
At early times, $vt\ll w$, expansion gives $\theta\simeq vt/w$: nearly all fronts are moving and the coverage grows linearly. At late times the bare area is found on the few terraces that were wider than $vt$. The slow approach to one comes from these wide terraces and not from any slowing of a front.

\textbf{Q.} I distrust this. Put your finger on the surface at random. You are more likely to land on a wide terrace. Shouldn't the relevant width be larger than $w$?

\textbf{A.} The terrace under a random point is indeed wider on average. Its width has the area-weighted density $Lf(L)/w$, with mean
\begin{equation}
\int_0^\infty L\,\frac{Lf(L)}{w}\,dL=\frac{E[L^2]}{w}=\frac{2w^2}{w}=2w,
\end{equation}
where $E[L^2]=\int_0^\infty 2yS(y)\,dy=2w^2$ for the exponential law. But the oxide doesn't have to cross the whole terrace to reach the point. It has to cover the distance $d$ from the starting step. Given $L$, the point is equally likely to be anywhere on the terrace, so $d$ has density $1/L$ between $0$ and $L$. The density of $d$ is then
\begin{equation}
\int_d^\infty\frac{Lf(L)}{w}\,\frac1L\,dL=\frac{S(d)}{w}=\frac1w e^{-d/w}.
\end{equation}
Its mean is $w$, not $2w$. The point is still bare at time $t$ if $d>vt$, which has probability $e^{-vt/w}$. This is the bare fraction in \eqref{eq:main}, reached without the ratio of averages.

\textbf{Q.} What if oxide spreads to both sides of each step?

\textbf{A.} Then two fronts approach each other on every terrace, and its covered width is $\min(L,2vt)$. The distance $vt$ is replaced by $2vt$ everywhere in the calculation, so
\begin{equation}
\theta_{\rm two}(t)=1-e^{-2vt/w}.
\end{equation}
The form is the same and the rate is doubled. In a simulation with $100\,000$ random steps and $400\,000$ random probe points, the covered fraction at $vt/w=0.5$ was $0.6327$; the formula gives $1-e^{-1}=0.6321$. A rate taken from a curve therefore gives the speed only if we know both the mean width $w$ and how many sides of a step are active.

\textbf{Q.} You haven't yet shown that this is Langmuir uptake. An exponential is a shape, whereas Langmuir's equation is a rate law.

\textbf{A.} In irreversible first-order Langmuir uptake each bare site has the same probability $k\,dt$ of being filled in a time $dt$, whatever its neighbours do. The rate is proportional to the bare fraction:
\begin{equation}
\frac{d\theta}{dt}=k(1-\theta).
\label{eq:langmuir}
\end{equation}
Dividing by $1-\theta$ and integrating from $\theta(0)=0$ gives $-\ln(1-\theta)=kt$, or $\theta=1-e^{-kt}$. For the moving fronts, differentiate \eqref{eq:general} with respect to its upper limit:
\begin{equation}
\frac{d\theta}{dt}=\frac vw\,S(vt).
\label{eq:slope}
\end{equation}
This counts fronts. Of $N$ fronts, $N S(vt)$ are still moving, each covers a length $v$ per unit time, and the total length is $Nw$. For exponential widths $S(vt)=e^{-vt/w}=1-\theta$, so \eqref{eq:slope} becomes \eqref{eq:langmuir} with
\begin{equation}
k=\frac vw.
\end{equation}
The fraction of fronts still moving happens to equal the fraction of area still bare. That equality makes the imitation.

\textbf{Q.} Oxygen arrives as a molecule and splits. Doesn't Langmuir's picture then need two free sites?

\textbf{A.} Suppose that two neighbouring free sites are needed, and that the atoms move about quickly enough between arrivals to stay randomly distributed over the sites. The rate is then $k_2(1-\theta)^2$, and
\begin{equation}
\frac{d}{dt}\frac1{1-\theta}=\frac1{(1-\theta)^2}\frac{d\theta}{dt}=k_2,
\qquad
\theta=1-\frac1{1+k_2t}.
\end{equation}
This has a much longer tail than \eqref{eq:main}. If the atoms instead stay where the molecule split, single free sites are left between them, and the coverage stops below one. The fronts imitate the first-order law, not this second-order one.

\textbf{Q.} Could another distribution of widths do the same?

\textbf{A.} Not if all fronts share one constant speed and the agreement holds at all times. Solve \eqref{eq:slope} for $S$ and insert $\theta=1-e^{-kt}$ with $t=y/v$:
\begin{equation}
S(y)=\frac wv\left.\frac{d\theta}{dt}\right|_{t=y/v}=\frac{wk}{v}\,e^{-ky/v}.
\end{equation}
Every terrace has a positive width, so $S(0)=1$. This requires $k=v/w$, and what remains is $S(y)=e^{-y/w}$. The exponential width law is thus necessary as well as sufficient within the model.

Without constant speed the conclusion fails. Let all terraces have width $w$, and let the speed fall as $v(t)=kw\,e^{-kt}$. Then
\begin{equation}
\theta=\frac1w\int_0^t kw\,e^{-kt'}dt'=1-e^{-kt},
\end{equation}
which is the same curve with a different cause. One uptake curve cannot determine both the widths and the speed.

\textbf{Q.} Suppose that the speed is constant in time but differs from step to step.

\textbf{A.} Let the speed be independent of the terrace width and have mean $\bar v$. The bare fraction is the average of $e^{-vt/w}$ over the speeds. The exponential is a convex function of $v$, so it lies above its tangent at $\bar v$. Averaging that inequality removes the term linear in $v-\bar v$ and leaves
\begin{equation}
1-\theta(t)=E\!\left[e^{-vt/w}\right]\ge e^{-\bar v t/w}.
\end{equation}
The initial slope is $\bar v/w$, but the later uptake lags behind a single exponential with that slope. For exponential widths a common speed is therefore part of the claim. With other widths a spread of speeds can restore the exponential. Let all terraces have width $w$, and let $z=kw/v$ have the density $ze^{-z}$. A terrace keeps the bare fraction $1-kt/z$ while $z>kt$, so $1-\theta=\int_{kt}^\infty(z-kt)\,e^{-z}dz=e^{-kt}$.

\textbf{Q.} What does the surface look like halfway through? I'd expect the bare strips to shrink.

\textbf{A.} Each bare strip shrinks, but the mean width of the surviving strips stays the same. Consider the terraces with $L>x$. The probability that the remaining width $L-x$ exceeds $r$ is
\begin{equation}
P(L-x>r\mid L>x)=\frac{S(x+r)}{S(x)}
=\frac{e^{-(x+r)/w}}{e^{-x/w}}=e^{-r/w}.
\label{eq:memory}
\end{equation}
The remaining widths follow the original distribution, with mean $w$. Narrow strips vanish while wide ones become narrower, and for the exponential law the two effects balance. What changes is the number of strips, which falls as $e^{-vt/w}$.

\textbf{Q.} Has that been seen without using the formula?

\textbf{A.} Yes, in a simulated row of four million sites. Each site is the start of a terrace with probability $p$, and at every tick the oxide spreads by one site. The mean terrace is $1/p$ sites wide, so after $n$ ticks $vt/w=np$. For $p=0.02$ and $n=100$, so that $vt/w=2$, the surviving strips numbered $0.1332$ of the original terraces, against $e^{-2}=0.1353$, and their mean width was $0.993\,w$. The coverage was $0.8676$, whereas \eqref{eq:main} gives $0.8647$.

\textbf{Q.} That coverage is slightly high. Is it noise?

\textbf{A.} Most of it comes from the finite size of a site. After $n$ ticks a site is bare if none of $n$ successive sites is a starting site, which has probability $(1-p)^n$. For small $p$, $\ln(1-p)\simeq-p-p^2/2$, so with $u=np$
\begin{equation}
(1-p)^n\simeq e^{-u}\left(1-\frac{up}{2}\right).
\end{equation}
The coverage is raised by $e^{-u}up/2=0.1353\times0.02=0.0027$, close to the difference of $0.0029$. The sampling scatter of a row with about $80\,000$ terraces is near $0.0015$, so the closeness of the two figures is partly chance. The continuous law applies when a terrace is many atomic rows wide.

Fronts moving at one constant speed from randomly placed steps give the first-order Langmuir curve with $k=v/w$, so the curve alone doesn't show where the reaction happens. It remains to put numbers to a silicon surface, to find observations that tell the mechanisms apart, and to see where the imitation fails.
